# Can an off-centre absorber make a one-way electron transmitter?

**The argument under review**

The manuscript proposes a one-way transmitter for electrons. A thin barrier stands on the left of a wire and an absorbing region on its right. The reasoning is as follows. An electron from the left meets the barrier first, so little of its wave reaches the absorber. An electron from the right enters the absorber at full strength and is largely lost. More electrons should therefore be transmitted from left to right than from right to left.

The premise about absorption can be correct. The question is whether the conclusion about transmission follows from it.

**1. What is being compared**

I take the wire to be one-dimensional, without a magnetic field, and described by

$$-\frac{\hbar^2}{2m}\psi''+V(x)\psi=E\psi,\qquad V(x)=U(x)-iW(x),$$

with $U$ real and $W\ge 0$. The potential is local and is the same for both directions of incidence. It tends to real constants in the two leads, possibly different ones, and $E$ lies above both. The lead wave numbers are $k_L,k_R$ and the velocities are $v_{L,R}=\hbar k_{L,R}/m$.

The two scattering states have the asymptotic forms

$$\psi_L=\begin{cases}e^{ik_Lx}+r_Le^{-ik_Lx}&\text{left}\\ \tau_Le^{ik_Rx}&\text{right}\end{cases}\qquad
\psi_R=\begin{cases}\tau_Re^{-ik_Lx}&\text{left}\\ e^{-ik_Rx}+r_Re^{ik_Rx}&\text{right.}\end{cases}$$

The subscript names the side of incidence. Probability flux is velocity times squared amplitude, so the amplitudes to compare are

$$t_L=\sqrt{k_R/k_L}\,\tau_L,\qquad t_R=\sqrt{k_L/k_R}\,\tau_R .$$

Consider $D_W=\psi_L\psi_R'-\psi_L'\psi_R$. Its derivative is $\psi_L\psi_R''-\psi_L''\psi_R$, because the products of first derivatives cancel. Both states satisfy $\psi''=(2m/\hbar^2)(V-E)\psi$ with the same $V$, hence

$$D_W'=\frac{2m}{\hbar^2}(V-E)(\psi_L\psi_R-\psi_L\psi_R)=0 .$$

No complex conjugate occurs, so $V$ need not be real. In the left lead the reflected part of $\psi_L$ is proportional to $\psi_R$ and contributes nothing. The incident part gives

$$D_W=e^{ik_Lx}(-ik_L\tau_Re^{-ik_Lx})-ik_Le^{ik_Lx}\tau_Re^{-ik_Lx}=-2ik_L\tau_R .$$

In the right lead the reflected part of $\psi_R$ drops out in the same way, and $D_W=-2ik_R\tau_L$. Equating the two values gives $k_L\tau_R=k_R\tau_L$, so that

$$t_R=\sqrt{\frac{k_L}{k_R}}\,\frac{k_R}{k_L}\,\tau_L=\sqrt{\frac{k_R}{k_L}}\,\tau_L=t_L .$$

The transmission amplitudes agree in modulus and phase, wherever the absorber is placed. The proposed device does not work under these assumptions.

**2. This is reciprocity, not time reversal**

The authors may object that absorption breaks time-reversal symmetry. It does, but the proof above did not use that symmetry. Let $a$ be the column of flux-normalized incoming amplitudes and $b=S(V)a$ the outgoing ones. The conjugate wave $\psi^*$ solves the equation with $V^*=U+iW$, which is an amplifier. Conjugation exchanges incoming and outgoing waves, so $a^*=S(V^*)b^*=S(V^*)S(V)^*a^*$. Since $a$ is arbitrary,

$$S(V^*)\,S(V)^*=1 .$$

This holds wherever $S(V^*)$ exists. It fails at points where the absorber swallows some combination of incoming waves completely: there $\det S(V)=0$ and the amplifier's $S$ diverges. A single delta absorber at $\eta=1$, in the notation of point 5, is an example, with $\det S=(\eta-1)/(\eta+1)$ and amplifier transmission $1/(1-\eta)$. Time reversal thus relates an absorber to an amplifier. Reciprocity relates two states of the same absorber.

**3. Where the asymmetry goes**

The manuscript is right that the two waves can be absorbed differently. With $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$,

$$\frac{dj}{dx}=\frac{\hbar}{m}\mathrm{Im}(\psi^*\psi'')=\frac{2}{\hbar}\,\mathrm{Im}(V)\,|\psi|^2=-\frac{2}{\hbar}W|\psi|^2 .$$

For incidence from the left, the flux is $v_L(1-R_L)$ in the left lead and $v_R|\tau_L|^2=v_LT$ in the right lead, where $R_L=|r_L|^2$ and $T=|t_L|^2$. Integrating across the structure gives

$$1-R_L-T=A_L,\qquad A_L=\frac{2}{\hbar v_L}\int W|\psi_L|^2dx .$$

For incidence from the right, the flux is $-v_RT$ on the left and $-v_R(1-R_R)$ on the right. The same integration gives $1-R_R-T=A_R$, with $v_R$ and $\psi_R$ in the integral. The same $T$ stands in both balances, so subtraction yields

$$R_L-R_R=A_R-A_L .$$

Extra absorption from one side is paid for by weaker reflection on that side. If $W=0$, both absorptions vanish and the reflection probabilities are equal.

A smooth example with unequal leads shows the size of the effect. For a free-electron mass and $E=0.1$ eV, with $x$ in nm and $V$ in eV, take

$$V=0.02\,[1+\tanh(x/0.5)]+0.12\,e^{-(x+1)^2/(2\cdot0.5^2)}-0.08\,i\,e^{-(x-0.8)^2/(2\cdot0.6^2)} .$$

Separate integrations from the two sides give $T=0.0515$ for both, with amplitudes that agree in phase as well. The reflections are $R_L=0.540$ and $R_R=0.059$, and the absorptions are $A_L=0.409$ and $A_R=0.889$. Before rounding, both differences equal $0.4805$. Without the absorber both reflections are $0.483$.

**4. Asymmetric placement does not guarantee unequal reflection**

A corrected manuscript should not simply replace "unequal transmission" by "unequal reflection". Take equal leads, $k_L=k_R=k$, and weak scattering. The outgoing Green function of the free equation is $e^{ik|x-x'|}/(i\hbar v)$. To first order in $V$ it gives

$$r_L\simeq\frac{1}{i\hbar v}\int V e^{2ikx}dx,\qquad r_R\simeq\frac{1}{i\hbar v}\int V e^{-2ikx}dx .$$

Write $\tilde U=\int Ue^{2ikx}dx$ and $\tilde W=\int We^{2ikx}dx$. Since $U$ and $W$ are real, the integrals are $\tilde U-i\tilde W$ and $\tilde U^*-i\tilde W^*$. Their squared moduli are $|\tilde U|^2+|\tilde W|^2\pm2\,\mathrm{Im}(\tilde U^*\tilde W)$, with the upper sign for the left. Therefore

$$R_L-R_R\simeq\frac{4}{(\hbar v)^2}\,\mathrm{Im}(\tilde U^*\tilde W).$$

At this order the difference is an interference between elastic and absorptive scattering. For two Gaussians of height $10^{-4}$ eV and width parameter $0.4$ nm, with the absorbing one displaced by $0.6$ nm to the right, at $E=0.1$ eV and the free-electron mass, the full calculation gives $4.582\times10^{-7}$ and the formula $4.580\times10^{-7}$.

If $U=0$, the second-order difference vanishes even for a lopsided $W$, and the first term that can survive is of third order. For one profile of two unequal absorbing Gaussians, doubling the strength multiplied the difference by $7.82$. This is close to the factor $8$ of a cubic law.

**5. The proposed device, solved**

The authors' structure can be reduced to

$$V=g\,\delta(x)-iw\,\delta(x-a),\qquad u=\frac{g}{\hbar v},\quad \eta=\frac{w}{\hbar v},$$

with equal leads and $g,w>0$. Start from the right-incident state, which is $te^{-ikx}$ for $x<0$. At the barrier the slope jumps by $(2mg/\hbar^2)\psi(0)=2ku\,t$, so in the gap

$$\psi_R=t\,(e^{-ikx}+2u\sin kx).$$

At the absorber the slope jumps by $-2ik\eta\,\psi_R(a)$. Beyond it,

$$\psi_R=t\,(e^{-ikx}+2u\sin kx)-2i\eta\,\psi_R(a)\sin k(x-a).$$

The coefficient of the incident wave $e^{-ikx}$ must be one. Because $\sin y=(e^{iy}-e^{-iy})/2i$, this condition reads

$$1=t(1+iu)+\eta e^{ika}\psi_R(a).$$

From the gap solution, $2u\sin ka\,e^{ika}=-iu(e^{2ika}-1)$, and so $e^{ika}\psi_R(a)=t(1+iu-iue^{2ika})$. Inserting this,

$$t=\frac{1}{(1+iu)(1+\eta)-iu\eta\,e^{2ika}} .$$

The formula shows where the manuscript's picture of successive losses goes wrong. Setting $\eta=0$ or $u=0$ gives the single-element transmissions $t_1=1/(1+iu)$ and $t_2=1/(1+\eta)$. Continuity at a delta requires $1+r=t$ when the delta is at the origin, so $r_1=-iu/(1+iu)$ and $r_2=-\eta/(1+\eta)$. Then

$$t=\frac{t_1t_2}{1-r_1r_2e^{2ika}}=t_1t_2\sum_{n=0}^{\infty}(r_1r_2e^{2ika})^n .$$

The series converges because $|r_1|$ and $|r_2|$ are below one. Every transmitted path crosses both elements once and makes $n$ round trips between them. The reversed path contains the same factors in the opposite order. Meeting the absorber first or last does not change their product.

The absorptions do depend on the order. The loss integral reduces to $A=2\eta|\psi(a)|^2$. From the left, the wave at the absorber is already the transmitted wave, $\psi_L(a)=te^{ika}$. From the right, the gap solution applies. Hence

$$A_L=2\eta T,\qquad A_R=2\eta T\,|e^{-ika}+2u\sin ka|^2 .$$

The squared modulus is $(\cos ka+2u\sin ka)^2+\sin^2ka=1+4u\sin ka\cos ka+4u^2\sin^2ka$, which gives

$$R_L-R_R=A_R-A_L=8u\eta T\sin ka\,(\cos ka+u\sin ka).$$

The difference disappears when either element is removed. It also vanishes at $\sin ka=0$ and at $\tan ka=-1/u$, although the structure is still asymmetric. The coefficient of $\eta$ in the denominator of $t$ is $1+iu-iue^{2ika}$, whose squared modulus is $A_R/A_L$ and never vanishes (point 6). Hence as $\eta\to\infty$ at any fixed spacing, $T$ falls as $1/\eta^2$ and both absorptions fall as $1/\eta$. A very strong delta absorber acts as a mirror.

**6. Numbers for the device**

Take $E=0.1$ eV, the free-electron mass, $g=0.20$ eV nm, $w=0.10$ eV nm and $a=1$ nm. Then $k=1.620$ nm$^{-1}$ and $\hbar v=0.12345$ eV nm, so

$$u=\frac{0.20}{0.12345}=1.620,\qquad \eta=\frac{0.10}{0.12345}=0.810 .$$

The equality of the numerical values of $u$ and $ka$ is an accident of the round parameters, since $g/2E=1$ nm $=a$.

The denominator of $t$ is $1.681+4.238i$, with squared modulus $20.79$. Thus $T=1/20.79=0.0481$ from either side. The absorption from the left is $A_L=2(0.810)(0.0481)=0.078$. The enhancement factor is $11.15$, so $A_R=11.15\times0.0779=0.869$. The balances then give $R_L=0.874$ and $R_R=0.083$.

The authors' intuition about loss is borne out here: 87% is absorbed from the right and 8% from the left. Yet 4.8% is transmitted in each direction. What differs is the fate of the rest, which is mostly reflected in one case and mostly absorbed in the other.

Even the sign of the absorption difference depends on spacing. The ratio $A_R/A_L$ can be written

$$1+2u^2+2u(\sin2ka-u\cos2ka).$$

The bracket oscillates between $\pm\sqrt{1+u^2}$, so at fixed $u$ the ratio ranges from $(\sqrt{1+u^2}-u)^2$ to $(\sqrt{1+u^2}+u)^2$. The lower end is below one. It occurs when the absorber sits at a minimum of the standing wave formed in front of the barrier.

At $a=1.598$ nm both reflections are $0.556$. At $a=1.8$ nm the order is reversed, with $R_L=0.430$ and $R_R=0.743$, while $T=0.217$ from both sides. The claim that the wave meeting the absorber first loses more is therefore not general either.

**7. An absorber that does support one-way transmission**

If the authors want linear one-way transmission, a magnetic flux through a ring supplies what is missing, provided the absorbed electrons are really carried away, for instance by a drained third contact. Consider sites $A$, $B$ and $C$. Leads with hopping $-J$ are attached to $A$ and $B$, whose site energies are zero, and $E=-2J\cos q$ with $0<q<\pi$. Site $C$ has energy $\varepsilon_C-i\Gamma$ and is coupled by $-J_c$ to both other sites. The direct hopping from $A$ to $B$ is $-J_de^{i\varphi}$, and its reverse is $-J_de^{-i\varphi}$. The phase $\varphi$ has magnitude $e\Phi/\hbar c$ in Gaussian units ($e\Phi/\hbar$ in SI) for flux $\Phi$ through the ring.

The equation at $C$ is $(E-\varepsilon_C+i\Gamma)\psi_C=-J_c(\psi_A+\psi_B)$. Eliminating $\psi_C$ adds $F=J_c^2/(E-\varepsilon_C+i\Gamma)$ to the energies of $A$ and $B$ and to both hoppings:

$$h_{BA}=-J_de^{i\varphi}+F,\qquad h_{AB}=-J_de^{-i\varphi}+F .$$

For a unit wave incident at $A$, $\psi_A=1+r$, and the neighbouring lead amplitude is $e^{-iq}+re^{iq}=e^{iq}\psi_A-2i\sin q$. At $B$ the outgoing neighbour is $e^{iq}\psi_B$. With $G=E-F+Je^{iq}$,

$$G\psi_A-h_{AB}\psi_B=2iJ\sin q,\qquad G\psi_B-h_{BA}\psi_A=0,$$

$$t_L=\psi_B=\frac{2iJ\sin q\;h_{BA}}{G^2-h_{AB}h_{BA}} .$$

Incidence at $B$ exchanges $h_{BA}$ and $h_{AB}$. The denominator and the reflection amplitude are unchanged, so the transmissions differ through

$$|h_{BA}|^2-|h_{AB}|^2=-4J_d\sin\varphi\,\mathrm{Im}F=\frac{4J_dJ_c^2\Gamma\sin\varphi}{(E-\varepsilon_C)^2+\Gamma^2}.$$

In this ring a difference needs both $\Gamma\ne0$ and $\sin\varphi\ne0$.

For $E=\varepsilon_C=0$, $J_d=J_c=\Gamma=J$ and $\varphi=\pi/2$, one has $F=-iJ$, $h_{BA}=-2iJ$ and $h_{AB}=0$. Also $G=2iJ$, so $t_L=-1$. The wave from $A$ is fully transmitted. It has $\psi_A+\psi_B=0$, which leaves the absorbing site empty. The wave from $B$ is fully absorbed. With the flux removed, $T=0.4$ both ways; with the absorber removed instead, $T=1$ both ways. The absorber is coupled equally to $A$ and $B$, and the two reflections are equal, so its position is not the source of the one-way behaviour. The perfect contrast belongs to the chosen energy. At $E=0.3J$, with the other parameters unchanged, the transmission is $0.989$ from $A$ and $0.022$ from $B$.

**8. Changes required before the claim can stand**

The authors should withdraw the transmission claim for their linear wire or identify which assumption of point 1 their device violates. At one fixed bias both directions see the same $V$, with unequal lead constants, and the proof still gives $t_L=t_R$ at each energy. It does not compare forward with reverse bias when the potential changes with bias, because those are two different equations. A potential that depends on the wave's own density also gives the two scattering states different equations, and the proof no longer applies. The proof also uses the locality of $V$, so a nonlocal potential $V(x,x')$ needs a separate argument.

They should also say where the absorbed electrons go. Here $W$ removes them from the coherent channel and does not follow them. If some later reach a lead, the measured current contains a part that $T$ does not describe. This matters for the ring of point 7 as well. There $-i\Gamma$ can stand for a third contact at $C$. If that contact floats and returns every electron it takes at the same energy, the total transmissions become equal: $1$ both ways at $E=0$ and $0.989$ both ways at $E=0.3J$. The one-way behaviour requires that $C$ be a true drain. The numerical output below gives the main values quoted in points 3, 4, 6 and 7.

## Table of computed values

```
hbar^2/2m = 0.038100 eV nm^2; energy E = 0.10 eV
Smooth model: lead step 0.04 eV, barrier 0.12 eV, absorber 0.08 eV
  t_L = 0.030421-0.224965j, t_R = 0.030421-0.224965j (dimensionless)
  T_L = 0.05153, T_R = 0.05153
  R_L = 0.53994, R_R = 0.05941
  A_L = 0.40853, A_R = 0.88906 (from loss integral)
  absorber removed: R_L = 0.48329, R_R = 0.48329
Weak barrier+absorber: R_L-R_R = 4.5823e-07, lowest-order formula 4.5799e-07
Pure absorber, strength doubled: R_L-R_R grows by factor 7.82
Two deltas: g = 0.20 eV nm, w = 0.10 eV nm, a = 1.0 nm
  k = 1.62009 1/nm, hbar v = 0.12345 eV nm, ka = 1.62009 rad
  u = 1.62009, eta = 0.81004 (dimensionless)
  t_L = 0.08085-0.20387j, t_R = 0.08085-0.20387j
  T_L = 0.04810, T_R = 0.04810
  R_L = 0.87397, R_R = 0.08266, R_L-R_R = 0.79131
  A_L = 0.07793, A_R = 0.86924
  A_R/A_L = |exp(-ika)+2u sin ka|^2 = 11.1543
  spacing a (nm):  T_L      T_R      R_L      R_R
  0.5             0.05341  0.05341  0.86005  0.10337
  1.0             0.04810  0.04810  0.87397  0.08266
  1.5             0.12879  0.12879  0.66256  0.39734
  1.8             0.21739  0.21739  0.43041  0.74292
  equal reflections at a = 1.59781 nm: R_L = 0.55599, R_R = 0.55599, T = 0.16946
Ring, E = eps_C = 0, J_d = J_c = J (energies in units of J)
  flux and absorber: Gamma = 1.0 J, phi = 1.5708 rad
    T_L=1.0000 T_R=0.0000 R_L=0.0000 R_R=0.0000 A_L=0.0000 A_R=1.0000
  absorber only: Gamma = 1.0 J, phi = 0.0000 rad
    T_L=0.4000 T_R=0.4000 R_L=0.2000 R_R=0.2000 A_L=0.4000 A_R=0.4000
  flux only: Gamma = 0.0 J, phi = 1.5708 rad
    T_L=1.0000 T_R=1.0000 R_L=0.0000 R_R=0.0000 A_L=0.0000 A_R=0.0000
```
